# Thermal Stalling of Hydrogen Uptake in a Poorly Cooled Hydride Bed

## The question

A bed of metal powder takes up hydrogen by the reaction

$$\mathrm{H_2(gas)} + \text{metal} \rightarrow \text{hydride}.$$

Per mole of H₂ absorbed, the enthalpy change is $\Delta H=-30$ kJ/mol and the entropy change is $\Delta S=-110$ J/(mol K), both for gas at the standard pressure $p_0=1$ bar. A large supply holds the gas at $p=10$ bar. The bed starts at $T_0=298$ K, which is also the temperature $T_c$ of the surroundings.

One kilogram of bed holds $N=7$ mol of H₂ when full and has heat capacity $C=500$ J/K. The filled fraction is $x$. The bed is a cylinder of radius $a=2.5$ cm and density $\rho=4000$ kg/m³, standing in still air with heat transfer coefficient $h=10$ W/(m² K) at its curved side. This round value counts convection (about 6 W/(m² K) here) and radiation from a fairly emissive surface together, and it is taken as constant. Loss through the ends is neglected.

Treat the gas as ideal, take $\Delta H$ and $\Delta S$ as constant, and give the whole bed one temperature $T$. Assume that metal and hydride coexist during filling, so that the equilibrium pressure does not depend on $x$ (a flat plateau). Neglect the heat needed to warm the incoming gas. All extensive quantities below are for one kilogram of bed.

## Part (a): the plateau pressure

**Derive the pressure $p_{eq}(T)$ at which gas, metal and hydride are in equilibrium. Does it rise or fall with temperature?**

At fixed temperature and pressure, absorption proceeds if it lowers the Gibbs energy. At $p_0$ the change per mole is $\Delta H-T\Delta S$. At another pressure the gas has a different chemical potential $\mu$. At constant $T$, $d\mu=V_m\,dp$, and the molar volume of an ideal gas is $V_m=RT/p$, so

$$\mu(p)-\mu(p_0)=\int_{p_0}^{p}\frac{RT}{p'}\,dp'=RT\ln\frac{p}{p_0}.$$

The solids have small molar volumes, and their pressure dependence is neglected. The gas is consumed, so its chemical potential enters with a minus sign:

$$\Delta G=\Delta H-T\Delta S-RT\ln\frac{p}{p_0}.$$

Equilibrium means $\Delta G=0$ at $p=p_{eq}$. Dividing by $RT$ gives the van 't Hoff relation

$$\ln\frac{p_{eq}}{p_0}=\frac{\Delta H}{RT}-\frac{\Delta S}{R}.$$

Its temperature derivative is $-\Delta H/(RT^2)$, which is positive because $\Delta H<0$. A warmer bed therefore needs a higher pressure to absorb. At the start,

$$\ln\frac{p_{eq}}{p_0}=-\frac{30000}{8.314\times298}+\frac{110}{8.314}=1.12,$$

so $p_{eq}=3.07$ bar. The feed pressure is well above this, and the cold bed absorbs. At 350 K the same formula gives 18.6 bar, and a bed at that temperature would release hydrogen into the 10 bar gas.

## Part (b): the temperature at which the driving force vanishes

**Find the temperature $T^*$ at which absorption from the 10 bar gas loses its driving force. Express the driving force at any other temperature through $T^*$.**

Set $\Delta G=0$ at the feed pressure and collect the terms in $T$:

$$\Delta H=T^*\left(\Delta S+R\ln\frac{p}{p_0}\right),\qquad T^*=\frac{\Delta H}{\Delta S+R\ln(p/p_0)}.$$

With $R\ln 10=19.145$ J/(mol K),

$$T^*=\frac{-30000}{-110+19.145}\ \text{K}=\frac{-30000}{-90.855}\ \text{K}=330.2\ \text{K},$$

or 57 °C. Both numerator and denominator are negative. Compression has already removed part of the entropy of the gas, so absorption costs less entropy at 10 bar than at 1 bar, and $T^*$ is higher.

For the driving force, write the van 't Hoff relation at $T^*$, where $p_{eq}=p$, and subtract the relation at $T$:

$$\ln\frac{p}{p_{eq}(T)}=\frac{\Delta H}{R}\left(\frac1{T^*}-\frac1T\right)=\frac{|\Delta H|}{R}\left(\frac1T-\frac1{T^*}\right).$$

The last step uses $\Delta H=-|\Delta H|$. The result is positive below $T^*$ (absorption) and negative above it (desorption).

## Part (c): no cooling at all

**The bed is thermally insulated. How full is it when uptake stops? Show that the stopping point does not depend on the reaction rate, and say when an insulated bed does not stop early.**

The reaction heat stays in the bed. When the fraction $x$ is filled, $Nx$ moles have been absorbed and

$$C(T-T_0)=N|\Delta H|x.$$

Each bit of uptake warms the bed and reduces the driving force, which reaches zero at $T^*$. The filled fraction there is

$$x^*=\frac{C(T^*-T_0)}{N|\Delta H|}=\frac{500\times32.2}{7\times30000}=0.077.$$

The bed stops at about 8% of its capacity. Complete filling would release enough heat for a rise of $210000/500=420$ K, whereas the gas at 10 bar permits a rise of 32 K.

The entropy gives the same point without any rate law. The insulated bed and its gas, at constant pressure, can change only so that their total entropy $S$ increases. Warming contributes $(C/T)\,dT$. Absorption contributes $\Delta S+R\ln(p/p_0)$ per mole, because the gas at pressure $p$ has less entropy than at $p_0$ by $R\ln(p/p_0)$. The heat balance gives $dT/dx=N|\Delta H|/C$, so

$$\frac{dS}{dx}=\frac{C}{T}\frac{N|\Delta H|}{C}+N\left(\Delta S+R\ln\frac{p}{p_0}\right)=N\left(\frac{|\Delta H|}{T}+\Delta S+R\ln\frac{p}{p_0}\right).$$

This vanishes at $T=T^*$. Since $T$ rises with $x$, the first term falls with $x$, and the stationary point is a maximum. Kinetics decides how quickly the bed gets there, but not where it stops.

The point is also approached from above. An insulated bed at 345 K and half full desorbs, which absorbs heat and cools it. The heat balance gives

$$x=0.5-\frac{500\times(345-330.2)}{210000}=0.465.$$

An early stop requires $x^*<1$, that is, $N|\Delta H|/C>T^*-T_0$. Suppose that inert material in good thermal contact raises the heat capacity to 10000 J/K per kilogram of bed. Complete filling then warms the bed by $210000/10000=21$ K, to 319 K. This is below $T^*$, and the bed fills completely without cooling.

## Part (d): weak cooling

**The bed now loses heat to the still air. Find the rate of uptake once the bed has warmed to about $T^*$, and the time to reach $x=0.9$. Compare this with a bed held at 298 K whose rate law is $dx/dt=k(1-x)\ln(p/p_{eq})$ with $k=0.02$ s⁻¹.**

First find the heat loss per kelvin, $UA$. One kilogram has volume $1/\rho$, so the cylinder has length

$$L=\frac{1}{\rho\pi a^2}=\frac{1}{4000\times\pi\times0.025^2}\ \text{m}=0.127\ \text{m}.$$

Its curved side has area $2\pi aL=2/(\rho a)=0.020$ m², and

$$UA=10\times0.020=0.20\ \text{W/K}.$$

At $T^*$ the bed loses $0.20\times32.2=6.44$ W. If it absorbed faster than this loss allows, it would warm and the driving force would fall. If it absorbed more slowly, it would cool and the driving force would grow. The uptake rate $r$, in moles per second, therefore settles where reaction heat balances heat loss:

$$r=\frac{UA(T^*-T_c)}{|\Delta H|}=\frac{6.44}{30000}=2.15\times10^{-4}\ \text{mol/s}.$$

So with weak cooling the stall is not a complete stop: uptake falls to the rate set by heat removal. At the start, the given rate law yields

$$Nk\ln\frac{p}{p_{eq}(T_0)}=7\times0.02\times\ln\frac{10}{3.07}=0.165\ \text{mol/s},$$

which is about 770 times the later rate.

The first fraction $x^*$ is filled quickly, while the bed warms and little heat escapes. The rest requires the removal of $N|\Delta H|(x-x^*)$ at constant power. Neglecting the short first stage,

$$t_{90}=\frac{N|\Delta H|(0.9-x^*)}{UA(T^*-T_c)}=\frac{210000\times0.823}{6.44\times3600}\ \text{h}=7.5\ \text{h}.$$

For the bed held at 298 K, $\ln(p/p_{eq})$ is constant. Separating the variables,

$$\int_0^{0.9}\frac{dx}{1-x}=k\ln\frac{p}{p_{eq}}\,t,\qquad t=\frac{\ln10}{0.02\times1.18}=97.5\ \text{s}.$$

With the same powder, gas pressure and surroundings, poor cooling lengthens the filling by a factor of about 280.

## Part (e): what "poorly cooled" means

**Using the same rate law, find how far below $T^*$ the bed lies during the slow stage. Deduce the condition for poor cooling, and examine the opposite case $UA=1000$ W/K.**

Let $\delta=T^*-T$. The driving force from part (b) is

$$\ln\frac{p}{p_{eq}}=\frac{|\Delta H|}{R}\,\frac{T^*-T}{TT^*}\approx\frac{|\Delta H|\,\delta}{RT^{*2}},$$

where $T$ has been replaced by $T^*$ in the denominator because $\delta\ll T^*$. While the temperature changes slowly, the heat stored in the bed can be left out of the balance. Reaction heat then equals heat loss:

$$N|\Delta H|\,k(1-x)\frac{|\Delta H|\,\delta}{RT^{*2}}=UA(T^*-T_c-\delta).$$

Divide by $UA$ and define the dimensionless ratio

$$g=\frac{Nk\,\Delta H^2}{RT^{*2}\,UA}.$$

The balance becomes $g(1-x)\delta=T^*-T_c-\delta$. Moving $\delta$ to the left and dividing gives

$$\delta=\frac{T^*-T_c}{1+g(1-x)}.$$

The bed is poorly cooled when $g(1-x)\gg1$: a small departure from $T^*$ then changes the reaction heat much more than the heat loss. For the bed in still air,

$$g=\frac{7\times0.02\times(30000)^2}{8.314\times(330.2)^2\times0.20}=695.$$

At half filling $\delta=32.2/348.5=0.092$ K. Numerical integration of the full heat balance and rate law, with the stored heat included, also gives 0.092 K. The same integration gives 7.50 h to reach $x=0.9$, against 7.46 h from the formula of part (d).

Most of this difference of 0.5% comes from the lag $\delta$, which slightly reduces the heat loss. From the result for $\delta$,

$$\frac{1}{T^*-T_c-\delta}=\frac{1}{T^*-T_c}\left[1+\frac{1}{g(1-x)}\right].$$

Integrating the correction from $x^*$ to 0.9 lengthens the time by the fraction

$$\frac{\ln[(1-x^*)/0.1]}{g(0.9-x^*)}=\frac{2.22}{695\times0.823}=0.4\%.$$

The hold at $T^*$ ends when little metal remains. The reaction then no longer replaces the heat lost, and the bed cools towards 298 K in a time of order $C/UA=2500$ s. The formula for $\delta$ does not apply there, because the stored heat matters.

If $UA$ is raised to 1000 W/K with everything else fixed, $g$ falls to $695\times0.20/1000=0.139$. The formula gives $\delta=32.2/1.139=28.3$ K at $x=0$, a bed temperature of about 302 K. This lies outside the range $\delta\ll T^*-T_c$ of a bed held near $T^*$, and replacing $T$ by $T^*$ now costs about 9% in the driving force. Numerical integration gives a peak of 302.1 K. As long as the whole bed shares one temperature, it never comes near the stall, and its filling is governed mainly by the reaction rate. In the cylinder described above, conduction through the powder, estimated in part (f), would be far too slow for this, so the case shows a limit of the model and not a way to run that cylinder.

## Part (f): how firm are the numbers?

**Find how $T^*$ responds to pressure and to errors in the data. Estimate the main effects that the model omits.**

Differentiate $T^*$ with respect to $\ln p$:

$$\frac{dT^*}{d\ln p}=-\frac{R\,\Delta H}{[\Delta S+R\ln(p/p_0)]^2}=-\frac{RT^{*2}}{\Delta H}=\frac{RT^{*2}}{|\Delta H|}=30\ \text{K}.$$

The second step uses $\Delta S+R\ln(p/p_0)=\Delta H/T^*$. A pressure 1% higher thus raises $T^*$ by 0.3 K. For a large change the full formula is needed: at 20 bar, $T^*=352.6$ K. With $UA$ and $T_c$ unchanged, the slow uptake rate then grows by the factor $54.6/32.2=1.7$.

If $|\Delta H|$ is larger by 1 kJ/mol, $T^*$ rises by 11 K. If $|\Delta S|$ is larger by 1 J/(mol K), it falls by 3.6 K. These figures hold when one quantity is changed alone. When both come from a fit to measured plateau pressures, their errors largely cancel: if $p_{eq}$ at 298 K is held fixed, a $|\Delta H|$ larger by 1 kJ/mol requires a $|\Delta S|$ larger by $1000/298=3.36$ J/(mol K), and $T^*$ falls by only about 1 K. The result is therefore "near 330 K" only as far as the plateau pressure near that temperature is well known.

**Comparison with real beds.** The parameters are round numbers in the rough regime of AB₅-type intermetallic hydrides, which work near room temperature; they do not describe a particular compound. The rate constant is only a rough figure, but it hardly affects the slow uptake rate as long as $g(1-x)\gg1$. The assumption whose failure moves $T^*$ most, among those estimated here, is the single flat plateau. Real plateaus slope, and absorption needs a higher pressure than desorption (hysteresis). Suppose that the absorption plateau lies above the one used here by 0.3 in $\ln p$, a rough figure. This acts like a feed pressure lower by the factor $e^{-0.3}$, and $T^*$ falls by 8.8 K to about 321 K. The slow uptake rate falls by $8.8/32.2=27\%$. A plateau that rises by the same amount during filling would make the holding temperature drift down by the same 8.8 K.

Two other corrections to $T^*$ are small:

- For a real gas, $\ln p$ is replaced by $\ln p+Bp/(RT)$ at leading order. With a rough second virial coefficient $B=15$ cm³/mol, $T^*$ rises by 0.2 K.
- If the reaction raises the heat capacity by a rough 10 J/(mol K), with $\Delta H$ and $\Delta S$ given at 298 K, solving $\Delta G=0$ again raises $T^*$ by 0.2 K. A decrease of the same size lowers it by 0.2 K.

Four effects leave $T^*$ alone but change the filling:

- Warming the feed gas from 298 K to $T^*$ takes $\tfrac72R\times32.2$ J/mol, or 3.1% of the reaction heat.
- A vessel wall with a rough heat capacity of 250 J/K, warming with the bed, raises $x^*$ in proportion to the total heat capacity, from 0.077 to $0.077\times750/500=0.115$.
- The two ends have area $2\pi a^2=0.0039$ m², or 20% of the curved side. If they lose heat with the same coefficient $h$, $UA$ rises by 20% and the slow stage becomes about 16% shorter.
- The outer part of a real bed fills first, and heat from the interior must cross it.

The last effect can be estimated with a sharp reaction front at $T^*$, moving inward after the uniform first stage. When a fraction $f$ of the volume lies outside the front, the front radius is $a\sqrt{1-f}$. With bed conductivity $\kappa$, the filled shell has thermal resistance

$$\frac{1}{2\pi\kappa L}\ln\frac{a}{a\sqrt{1-f}}=\frac{-\ln(1-f)}{4\pi\kappa L}.$$

At $x=0.9$ the front has passed the fraction $f_e=(0.9-x^*)/(1-x^*)=0.892$. Averaging from $f=0$ to $f_e$ gives

$$\frac{1}{4\pi\kappa L}\,\frac{f_e+(1-f_e)\ln(1-f_e)}{f_e}=\frac{0.730}{1.60}\ \text{K/W}=0.46\ \text{K/W}$$

for a rough $\kappa=1$ W/(m K). The air side has resistance $1/UA=5$ K/W, so the slow stage lasts about 9% longer. This value of $\kappa$ is at the upper end for loose hydride powder, and the extra time scales as $1/\kappa$: the same estimate gives about 30% for $\kappa=0.3$ W/(m K) and about 90% for $\kappa=0.1$ W/(m K). Integrating the heat balance with radial conduction gives slightly more, about 10%, 33% and 97%. For the lower values a single bed temperature is no longer a good description of this cylinder. In a thicker bed, or with good cooling at the wall, conduction through the powder would take a larger share of the total resistance, and a single bed temperature would be a poorer approximation.

Numerical values quoted here were computed with a short program.
